\section*{Ion doses on a fin's top and sidewall in tilted implantation}

\section*{The setting}

A long silicon fin stands on a flat wafer. It has a flat top of width $W$ and, unless stated otherwise, vertical sidewalls of height $H$. Identical fins repeat with pitch $P$, leaving gaps of width $S=P-W$. Let $x$ run across the fins, $y$ along them and $z$ upward.

An ion beam arrives at a tilt $\theta$ from the wafer normal, with $0<\theta<90^\circ$. Its horizontal component points along $+x$, so it can reach the top and the sidewall facing $-x$. The ions travel in straight, parallel lines. Their fluence $F$ is the number per unit area of a plane normal to the beam, and is the same everywhere in the beam. The unit vector along the beam is
\begin{equation}
\mathbf d=(\sin\theta,\,0,\,-\cos\theta).
\end{equation}

The incident dose $D$ is the number of ions arriving per unit area of the surface that they strike. It counts ions before any are scattered back out. The retained dose, which counts those that stay, is taken up in parts (f) and (g).

\section*{(a) Doses on the two faces}

Find the incident dose on a small flat patch with outward unit normal $\mathbf n$. Apply the result to the top and to a directly exposed point of the sidewall, and find the ratio of the two doses.

\subsection*{Solution}

Let the patch have area $A$, and let $\beta$ be the angle between $\mathbf n$ and the direction $-\mathbf d$ back towards the source. Take the patch to be a rectangle with one side perpendicular to both $\mathbf n$ and $\mathbf d$. Seen along the beam, that side keeps its full length, while the other is shortened by $\cos\beta$. The patch therefore intercepts a beam of cross-section $A\cos\beta$. Any other small flat shape can be approximated as closely as desired by such rectangles.

The number of ions received is $FA\cos\beta$. Dividing by the true area $A$, and using $\cos\beta=-\mathbf d\cdot\mathbf n$, gives
\begin{equation}
D=F\cos\beta=-F\,\mathbf d\cdot\mathbf n .
\label{eq:patch}
\end{equation}
The minus sign appears because $\mathbf d$ points into the surface and $\mathbf n$ points out of it. If $-\mathbf d\cdot\mathbf n$ is negative, the surface faces away from the beam and receives no direct ions.

The top has $\mathbf n=(0,0,1)$, and the exposed sidewall has $\mathbf n=(-1,0,0)$. Hence
\begin{align}
D_{\rm top}&=-F(-\cos\theta)=F\cos\theta,\\
D_{\rm side}&=-F(-\sin\theta)=F\sin\theta,\\
\frac{D_{\rm side}}{D_{\rm top}}&=\tan\theta .
\label{eq:ratio}
\end{align}

The fluence has cancelled. So has any choice of dose convention: if the dose setting is $D_w=F\cos\theta$, counted per unit wafer area, the top receives $D_w$ and the sidewall $D_w\tan\theta$.

As $\theta\to0$ the beam runs parallel to the wall and the sidewall dose vanishes. At $45^\circ$ the doses are equal. As $\theta\to90^\circ$ the ratio grows without bound, but the sidewall dose only approaches $F$; the ratio diverges because the top dose vanishes.

\section*{(b) What the height changes}

The height does not appear in the dose ratio. Find how it enters the number of ions received by each face, and check that ions are conserved over one pitch. Assume that the whole sidewall is exposed. Then evaluate the doses and numbers for $W=10$ nm, $H=40$ nm, $P=40$ nm, $\theta=20^\circ$ and $F=10^{15}\ {\rm cm^{-2}}$.

\subsection*{Solution}

Per unit length of fin, the areas are $W$ and $H$. The numbers of ions are therefore
\begin{equation}
N_{\rm top}=FW\cos\theta,\qquad
N_{\rm side}=FH\sin\theta,\qquad
\frac{N_{\rm side}}{N_{\rm top}}=\frac HW\tan\theta .
\end{equation}
A taller wall collects more ions, spread over proportionally more area.

A ray that just clears the top edge of a fin falls a height $H$ before reaching the floor. It moves sideways by $H\tan\theta$ on the way, so each gap contains a shadow of that width. The lit floor has width $S-H\tan\theta$ and, being horizontal, receives the dose $F\cos\theta$. The total over one pitch is
\begin{align}
N_{\rm total}
&=FW\cos\theta+FH\sin\theta+F\cos\theta\,(S-H\tan\theta)\\
&=FW\cos\theta+FH\sin\theta+FS\cos\theta-FH\sin\theta\\
&=F(W+S)\cos\theta=FP\cos\theta .
\end{align}
This is the number that would strike a flat wafer of width $P$. The sidewall gains what the shadowed floor loses.

For the example,
\begin{align}
D_{\rm top}&=10^{15}\cos20^\circ=9.397\times10^{14}\ {\rm cm^{-2}},\\
D_{\rm side}&=10^{15}\sin20^\circ=3.420\times10^{14}\ {\rm cm^{-2}},
\end{align}
and their ratio is $0.3640$. Since $1\ {\rm cm^2}=10^{14}\ {\rm nm^2}$, each nanometre of fin receives $9.397\times10=94.0$ ions on its top and $3.420\times40=136.8$ on its sidewall. The sidewall has the lower dose but receives $1.456$ times as many ions.

These results were tested by following one million rays, spread uniformly over a plane normal to the beam, to their first intersection with the fins or floor. Counting hits per unit area gave a dose ratio of $0.3643$. The total over one pitch was $0.99993$ of $FP\cos\theta$. The numerical output follows this text.

\section*{(c) Twist and taper}

Let the horizontal part of the beam make an angle $\phi$, the twist, with the $x$ axis, where $|\phi|<90^\circ$. Let the sidewall lean by an angle $\alpha\geq0$ from vertical, so that the base is wider than the top. Find the new dose ratio at an exposed point. How sensitive is the example to small errors in tilt, twist and taper?

\subsection*{Solution}

The beam direction and sidewall normal become
\begin{align}
\mathbf d&=(\sin\theta\cos\phi,\ \sin\theta\sin\phi,\ -\cos\theta),\\
\mathbf n&=(-\cos\alpha,\ 0,\ \sin\alpha).
\end{align}
The normal has a positive $z$ component because a wall with a wide base faces slightly upward. Equation~(\ref{eq:patch}) gives
\begin{equation}
D_{\rm side}=F(\sin\theta\cos\phi\cos\alpha+\cos\theta\sin\alpha).
\end{equation}
The top still receives $F\cos\theta$, so
\begin{equation}
\frac{D_{\rm side}}{D_{\rm top}}
=\tan\theta\cos\phi\cos\alpha+\sin\alpha .
\label{eq:general}
\end{equation}
Here $D_{\rm side}$ is counted per unit area of the sloping wall. Setting $\phi=\alpha=0$ recovers Eq.~(\ref{eq:ratio}). At zero tilt the ratio is $\sin\alpha$: a tapered wall receives ions even from a vertical beam.

Ray tracing agreed with Eq.~(\ref{eq:general}) to within $0.5\%$ of the ratio for three sets $(\theta,\phi,\alpha)$: $(20^\circ,30^\circ,0^\circ)$, $(20^\circ,0^\circ,3^\circ)$ and $(35^\circ,30^\circ,5^\circ)$.

Now change one angle at a time from the example. A $3^\circ$ taper gives
\begin{equation}
\tan20^\circ\cos3^\circ+\sin3^\circ=0.4158,
\end{equation}
which is $14.2\%$ above $0.3640$. A twist of $10^\circ$ multiplies the ratio by $\cos10^\circ$ and lowers it by $1.5\%$. The twist effect is small because the cosine has zero slope at $\phi=0$, whereas taper enters at first order through $\sin\alpha$.

For a small tilt error $\delta\theta$ in radians, differentiation gives
\begin{equation}
\frac{\delta(\tan\theta)}{\tan\theta}
\simeq\frac{\delta\theta}{\cos^2\theta\,\tan\theta}
=\frac{\delta\theta}{\sin\theta\cos\theta}
=\frac{2\,\delta\theta}{\sin2\theta}.
\end{equation}
At $20^\circ$ this is about $5.4\%$ per degree. The full change from $20^\circ$ to $21^\circ$ is $5.5\%$.

\section*{(d) Shadow of the neighbouring fin}

Return to vertical walls, but keep the twist. How far below the top does the direct beam reach? What is the largest dose ratio possible with the whole wall exposed, and what happens to the average wall dose at larger tilt?

\subsection*{Solution}

The lowest ray that can reach the wall just clears the top edge of the neighbour on the beam side. While it travels a path length $\ell$, it crosses a distance $\ell\sin\theta\cos\phi$ in $x$ and falls by $\ell\cos\theta$. It must cross the gap $S$, so $\ell=S/(\sin\theta\cos\phi)$. It therefore falls by $S/(\tan\theta\cos\phi)$, and the exposed depth is
\begin{equation}
h=\min\left(H,\ \frac{S}{\tan\theta\cos\phi}\right).
\label{eq:shadow}
\end{equation}
The minimum appears because the exposed depth cannot exceed the wall height.

The whole wall is exposed when $\tan\theta\cos\phi\leq S/H$. The left side of this condition is the dose ratio for a vertical wall, so
\begin{equation}
\left.\frac{D_{\rm side}}{D_{\rm top}}\right|_{\rm full\ exposure}\leq\frac SH .
\end{equation}
Twisting the beam permits a larger tilt but does not raise this limit.

Beyond full exposure, the lit part still has the local ratio $\tan\theta\cos\phi$, and the part below it receives no direct ions. Averaged over the wall,
\begin{equation}
\frac{\overline D_{\rm side}}{D_{\rm top}}
=\frac hH\tan\theta\cos\phi
=\frac{S}{H\tan\theta\cos\phi}\tan\theta\cos\phi
=\frac SH .
\end{equation}
The average ratio stops rising: all ions entering the gap now strike the wall, and more tilt concentrates them nearer its top.

In the example $S=30$ nm, so $S/H=0.75$. At zero twist, full exposure requires $\theta\leq\arctan0.75=36.87^\circ$. The chosen $20^\circ$ satisfies this. As a test of Eq.~(\ref{eq:shadow}) in a shadowed case, $\theta=50^\circ$ and $\phi=25^\circ$ give $h=27.78$ nm; the lowest traced hit lay at the same depth to the digits printed.

\section*{(e) Implanting from both sides}

A second implant of equal fluence and tilt arrives from the opposite side, at zero twist. Find the ratio of the accumulated doses on vertical, fully exposed walls. Can this pair give equal doses on the walls and top in the example array?

\subsection*{Solution}

Each sidewall faces the beam during one implant and is hidden during the other. The top is exposed during both. Thus
\begin{equation}
\frac{D_{\rm side}}{D_{\rm top}}
=\frac{F\sin\theta}{2F\cos\theta}
=\frac12\tan\theta .
\end{equation}
For $20^\circ$ the ratio is $0.1820$, and adding two ray-traced implants gave $0.1820$ as well.

Equal doses would require $\tan\theta=2$, or a tilt of about $63^\circ$. Full exposure instead requires $\tan\theta\leq S/H$, so the ratio cannot exceed $S/(2H)=0.375$. This pair of implants cannot give equal doses in the example array with the walls fully exposed. A lower fin or a wider gap would raise the limit.

\section*{(f) Ions scattered back out}

To estimate the loss after entry, suppose that ions entering an unbounded solid would stop with a Gaussian distribution. Along the original beam direction the mean distance is $R$ and the standard deviation is $s_L$. In each transverse direction the mean is zero and the standard deviation is $s_T$. These displacements are independent.

Find the fraction that ends outside a plane surface struck at angle $\beta$ from its normal, and explain how it is related to backscattering. Use $R=5$ nm, $s_L=2$ nm and $s_T=1.5$ nm, rough values for arsenic at about 2 keV in silicon.

\subsection*{Solution}

Let $L$ be the displacement along the beam and $T$ the transverse displacement in the plane containing the beam and the surface normal. The depth below the surface is
\begin{equation}
q=L\cos\beta+T\sin\beta .
\end{equation}
The sign given to $T$ is immaterial because its distribution is symmetric. The displacement perpendicular to this plane does not change the depth. Since $L$ and $T$ are independent Gaussian variables, $q$ is Gaussian with
\begin{align}
m&=R\cos\beta,\\
\sigma^2&=s_L^2\cos^2\beta+s_T^2\sin^2\beta .
\end{align}
The fraction with $q<0$ is
\begin{equation}
f=\int_{-\infty}^{0}\frac{1}{\sqrt{2\pi}\,\sigma}
\exp\left[-\frac{(q-m)^2}{2\sigma^2}\right]dq .
\end{equation}
Put $u=(m-q)/(\sqrt2\,\sigma)$, so that $dq=-\sqrt2\,\sigma\,du$. The limits $q=-\infty$ and $q=0$ become $u=\infty$ and $u=m/(\sqrt2\,\sigma)$. Reversing them absorbs the minus sign:
\begin{equation}
f=\frac1{\sqrt\pi}\int_{m/(\sqrt2\sigma)}^\infty e^{-u^2}du
=\frac12\,{\rm erfc}\left(\frac{m}{\sqrt2\,\sigma}\right).
\end{equation}

A path that ends outside the plane must have crossed it. In a real half-space, an ion that crosses into vacuum is lost. Some paths in the unbounded solid cross the plane and later return, and $f$ does not count them. Within this range model, $f$ is therefore a lower bound on the escaping fraction.

For the top, $\beta=\theta=20^\circ$. For the sidewall, $\beta=90^\circ-\theta=70^\circ$, and
\begin{align}
m&=5\cos70^\circ=1.71\ {\rm nm},\\
\sigma&=\sqrt{2^2\cos^2 70^\circ+1.5^2\sin^2 70^\circ}
=1.57\ {\rm nm}.
\end{align}
The mean depth is only slightly larger than the spread. The formula gives $f_{\rm side}=13.75\%$ and $f_{\rm top}=0.79\%$. One million sampled stopping points gave $13.67\%$ and $0.80\%$.

If each face were wide and these fractions were the actual losses, the retained-dose ratio would be
\begin{equation}
0.3640\,\frac{1-0.1375}{1-0.0079}=0.316 .
\end{equation}
This is an estimate, not a bound, because within the model both losses may be larger. The top figure should not be read as a property of real arsenic. It is the tail of the assumed Gaussian, $2.4$ standard deviations from the mean. The range distribution of a heavy ion in a lighter target is skewed towards the deep side, and the true loss near normal incidence is far below $0.79\%$. This matters little for the ratio: with no top loss it would be $0.3640\,(1-0.1375)=0.314$.

\section*{(g) A narrow fin and a real process}

The top is only 10 nm wide. Estimate how many ions entering it end beyond the sides of the fin. Then judge how closely the example represents a real implant.

\subsection*{Solution}

Let $X$ be an ion's displacement across the fin. If its entry point is uniformly distributed over the top, a displacement with $|X|<W$ carries it past a side when it enters within $|X|$ of that side. The probability is $|X|/W$. Averaging over the ions gives
\begin{equation}
g\simeq\frac{\langle |X|\rangle}{W}
\geq\frac{|\langle X\rangle|}{W}
=\frac{R\sin\theta}{W}
=\frac{1.71}{10}=17\%.
\end{equation}
The approximation neglects displacements larger than $W$. Sampling, with ions that end above the top excluded, gave $19.2\%$. The drift along the tilted beam would by itself give $17\%$. The spread in $X$ raises this only a little, because most displacements already point the same way and their variations largely cancel in the average of $|X|$. By contrast, the sampled fraction of sidewall-entering ions ending beyond the far wall was zero to the digits printed.

Count the retained ions by the face they entered, per unit area of that face. Including the side loss changes the estimated ratio to
\begin{equation}
0.3640\,\frac{1-0.1375}{1-0.0079-0.192}=0.39 .
\end{equation}
In this estimate the narrow top loses a larger fraction of its ions than the sidewall does, so the ratio rises above $0.3640$ instead of falling below it. The estimate ignores losses near the upper edge of the sidewall and ions that leave one fin and enter another.

It also counts as retained the ions that enter near the foot of the sidewall and stop below the fin. The mean fall after entry is $R\cos\theta=4.7$ nm, so these come from roughly the lowest $4.7$ nm of the $40$ nm wall. If only ions that stop within the fin are counted, the ratio becomes about $0.39\,(1-4.7/40)=0.34$, again below $0.3640$. Whether the retained ratio lies above or below the incident one therefore depends on which ions are counted.

The example is in the regime of a low-energy arsenic extension implant in a silicon fin transistor. Its dimensions and fluence are round values of a plausible size, not those of a particular process. Real walls need not be vertical, and a $3^\circ$ taper alone raises the incident-dose ratio by $14.2\%$. A mask taller than the fins can cast a longer shadow than Eq.~(\ref{eq:shadow}) allows. Sputtering also moves the surface: with $49.94$ silicon atoms per cubic nanometre, the sidewall recedes by $3.420/49.94=0.068$ nm for each silicon atom removed per incident ion. A yield of several atoms per ion would make this a noticeable part of the $1.71$ nm mean depth.

At this fluence the target does not stay crystalline. A 2 keV arsenic ion displaces roughly 40 silicon atoms, so the top 5 nm of the fin receives about $9.4\times40/(49.94\times5)\approx1.5$ displacements per atom, and a room-temperature implant amorphises the struck layers. The peak arsenic concentration under the top, about $2\times10^{21}\ {\rm cm^{-3}}$, also exceeds the electrically active solubility, so the retained dose is not the active dose. Crystal channelling, which acts mainly before the lattice is damaged, and departures from a Gaussian range distribution can change the depth profile and the retained fraction. They do not alter the incident ratio $\tan\theta$, which is fixed by the directions of the beam and the two exposed surfaces.

\section*{Table of computed values}
\begin{verbatim}
Fin width: 10.0 nm
Fin height: 40.0 nm
Fin pitch: 40.0 nm
Gap between fins: 30.0 nm
Beam tilt: 20.0 degrees
Fluence normal to beam: 1.000e+15 cm^-2
Incident top dose: 9.397e+14 cm^-2
Incident sidewall dose: 3.420e+14 cm^-2
Sidewall/top dose ratio, formula: 0.3640
Sidewall/top dose ratio, ray tracing: 0.3643
Ray-traced ratio at 10 degrees: 0.1765
Tangent of 10 degrees: 0.1763
Ray-traced ratio at 35 degrees: 0.7005
Tangent of 35 degrees: 0.7002
Ions on top per nm of fin: 94.0 nm^-1
Ions on sidewall per nm of fin: 136.8 nm^-1
Sidewall/top ratio of ion numbers: 1.456
Traced total / expected total per pitch: 0.99993
Floor width shadowed by fin: 14.56 nm
Largest tilt for full exposure: 36.87 degrees
Shadow test tilt: 50.0 degrees
Shadow test twist: 25.0 degrees
Exposed depth in shadow test, formula: 27.78 nm
Exposed depth in shadow test, traced: 27.78 nm
Two-sided implant ratio, formula: 0.1820
Two-sided implant ratio, traced: 0.1820
Largest fully exposed two-sided ratio: 0.3750
Rough projected range: 5.0 nm
Rough longitudinal straggle: 2.0 nm
Rough transverse straggle: 1.5 nm
Sidewall backscatter estimate, formula: 13.75 %
Sidewall backscatter estimate, sampled: 13.67 %
Top backscatter estimate, formula: 0.79 %
Top backscatter estimate, sampled: 0.80 %
Dose ratio after estimated backscatter: 0.3164
Top-entering ions ending beyond fin sides: 19.2 %
Sidewall-entering ions ending beyond far wall: 0.0000 %
Dose ratio with 3 degree taper: 0.4158
Ratio change from 3 degree taper: 14.2 %
Ratio change from +1 degree tilt: 5.5 %
Ratio change from 10 degree twist: -1.5 %
Silicon atomic density: 49.94 nm^-3
Sidewall recession per unit sputter yield: 0.068 nm
\end{verbatim}
